Maxwell-Wagner Relaxation in a Leaky Two-Layer Gate Dielectric, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the voltage step to the fields at all times

A gate dielectric is often built from two insulating films, and each film leaks a little. This problem asks how a steady voltage divides between the films, and how that division changes with time.

Layer 1 lies next to the gate and layer 2 next to the semiconductor. Their thicknesses are d1 and d2, their permittivities ε1 and ε2, and their conductivities σ1 and σ2. All six are positive constants, and each permittivity includes the factor ε0. The x axis points from the gate to the semiconductor, and a field is positive along x. The films are much wider than they are thick, so every quantity depends on x and t alone. Conduction is ohmic: the conduction current density is σE. The gate and the semiconductor supply and remove whatever current the films carry.

Before t = 0 there is no voltage and no charge anywhere in the films. At t = 0 a voltage V > 0 is applied across the dielectric and then held.

### (a) Can charge build up inside a layer? Show that the field within each layer is uniform.

**Solution.** Let ρ(x,t) be the charge density inside one layer, with permittivity ε and conductivity σ. Gauss's law gives

∂(εE)/∂x = ρ.

Conservation of charge gives

∂ρ/∂t = −∂(σE)/∂x.

Since σ and ε are constant within the layer, σE = (σ/ε)(εE), and therefore

∂(σE)/∂x = (σ/ε) ∂(εE)/∂x = (σ/ε)ρ.

Charge conservation becomes

∂ρ/∂t = −(σ/ε)ρ,

whose solution at each point is

ρ(x,t) = ρ(x,0) exp(−σt/ε).

The layer starts without charge, so ρ(x,0) = 0 and ρ remains zero. Gauss's law then reads ∂E/∂x = 0. The field is uniform in each layer: E1(t) in layer 1 and E2(t) in layer 2.

The argument uses the uniformity of σ and ε. If the ratio ε/σ varied with depth, a current could leave charge behind inside the film. In this model it varies at one place, the interface between the layers, and charge can collect there. The time ε/σ is called the layer's own relaxation time. It is the time in which charge placed inside that material would decay by a factor e.

### (b) Write the equations that connect E1, E2 and the charge q per unit area at the interface.

**Solution.** Three facts are needed.

The first is the voltage. The field integrated from gate to semiconductor is V, and each field is uniform, so

E1 d1 + E2 d2 = V.

The second is Gauss's law for a thin box enclosing the interface. The displacement leaving on the semiconductor side is ε2E2, and the displacement entering on the gate side is ε1E1. Their difference is the enclosed charge per area:

q = ε2E2 − ε1E1.

The third is charge conservation for the same box. Layer 1 brings in the current density σ1E1, and layer 2 carries away σ2E2:

dq/dt = σ1E1 − σ2E2.

The first two equations fix the fields at any instant once q is known. The third says how q changes. The charge q is therefore the single quantity that carries the memory of the stack.

### (c) How does the voltage divide just after the step?

**Solution.** A real source reaches the stack through leads with some resistance, so charging takes a short time t_c. The question is how much charge leakage can put on the interface during t_c.

While the stack charges through a resistor, neither layer voltage becomes negative, and their sum does not exceed V. To see this, suppose that one layer voltage is zero while the sum is at most V. That layer carries no leakage current, and the current from the source can only raise its voltage. Suppose instead that the sum has reached V. The resistor then carries no current, and leakage can only lower the layer voltages. The fields therefore lie between 0 and V/d1 in layer 1, and between 0 and V/d2 in layer 2.

The rate dq/dt is the difference of two non-negative currents, so its size is no more than the larger of σ1V/d1 and σ2V/d2. Hence

|q(t_c)| ≤ t_c × (the larger of σ1V/d1 and σ2V/d2).

This tends to zero as t_c tends to zero. The charging current itself may be very large, but it is the same through both layers and leaves nothing at the interface. In the limit of fast charging,

q(0+) = 0,

where 0+ denotes a time after the charging pulse but before leakage has had an effect. Gauss's law from (b) becomes

ε1E1(0+) = ε2E2(0+),

or

E1(0+)/E2(0+) = ε2/ε1.

The layer with the smaller permittivity has the larger field. Conductivity does not enter, because the currents have had no time to deliver charge.

To find each field, write E1 = (ε2/ε1)E2 in the voltage equation:

(ε2/ε1)E2 d1 + E2 d2 = V.

Multiplication by ε1 gives E2(ε2d1 + ε1d2) = ε1V. With the abbreviation

D = ε1d2 + ε2d1,

the initial fields are

E1(0+) = ε2V/D,  E2(0+) = ε1V/D.

A step is "fast" when t_c is much shorter than the own relaxation times ε1/σ1 and ε2/σ2. If the voltage is raised over a time comparable with these, leakage acts during the rise. Unless the two times are equal, the division at the end of the rise is then no longer purely dielectric.

### (d) Find both fields when the interface carries any given charge q.

**Solution.** The voltage equation gives

E1 = (V − E2 d2)/d1.

Insert this in Gauss's law:

ε2E2 − ε1(V − E2 d2)/d1 = q.

Multiply by d1 and collect the terms in E2:

E2(ε2d1 + ε1d2) = ε1V + q d1.

The bracket is D, so

E2 = (ε1V + q d1)/D.

Return to the expression for E1:

E1 = [V − d2(ε1V + q d1)/D]/d1
 = [V(D − ε1d2) − q d1d2]/(D d1).

Since D − ε1d2 = ε2d1, a factor d1 cancels:

E1 = (ε2V − q d2)/D.

The signs have a direct meaning. Positive charge at the interface sends field lines towards both electrodes. Towards the semiconductor they add to the applied field, and towards the gate they oppose it. Positive q therefore raises E2 and lowers E1, while E1d1 + E2d2 stays equal to V.

### (e) Derive the equation of motion of q and solve it.

**Solution.** Insert the fields from (d) in the charge balance from (b):

dq/dt = σ1(ε2V − q d2)/D − σ2(ε1V + q d1)/D.

Separate the terms with V from those with q:

dq/dt = [V(ε2σ1 − ε1σ2) − q(σ1d2 + σ2d1)]/D.

Define

S = σ1d2 + σ2d1,  K = ε2σ1 − ε1σ2.

Then

dq/dt = (VK − Sq)/D.

The right side vanishes at

q∞ = VK/S.

Taking out the factor S/D gives

dq/dt = (q∞ − q)/τ,  τ = D/S.

Written in full, the relaxation time is

τ = (ε1d2 + ε2d1)/(σ1d2 + σ2d1).

Let u = q − q∞. Since q∞ is constant, du/dt = −u/τ, so u(t) = u(0) exp(−t/τ). The interface starts uncharged, which means u(0) = −q∞, and

q(t) = q∞[1 − exp(−t/τ)].

The form of τ can be understood from a circuit. Per unit area, layer i is a capacitance c_i = ε_i/d_i in parallel with a conductance g_i = σ_i/d_i. Dividing D and S by d1d2 gives

D/(d1d2) = ε1/d1 + ε2/d2 = c1 + c2,

S/(d1d2) = σ1/d1 + σ2/d2 = g1 + g2,

and hence

τ = (c1 + c2)/(g1 + g2).

The two layers are in series as seen from the source, yet their capacitances add here as if they were in parallel. The reason is that both electrodes are held at fixed potentials. Charge placed on the interface sees one capacitance to each electrode and can leak away through either layer.

### (f) Find the fields at all times. What fixes their ratio at long times?

**Solution.** Begin with the end state. As t → ∞ the charge reaches q∞ and stops changing, so the charge balance gives

σ1E1(∞) = σ2E2(∞),

or

E1(∞)/E2(∞) = σ2/σ1.

The same steady current must cross both layers, and the poorer conductor needs the larger field to carry it. Permittivity has dropped out of the ratio.

The values follow from (d) with q = q∞ = VK/S. For layer 2,

E2(∞) = (ε1V + VKd1/S)/D = V(ε1S + Kd1)/(DS).

Write out the bracket:

ε1S + Kd1 = ε1σ1d2 + ε1σ2d1 + ε2σ1d1 − ε1σ2d1.

The second and fourth terms cancel, and what remains is σ1(ε1d2 + ε2d1) = σ1D. Therefore

E2(∞) = σ1V/S.

For layer 1,

E1(∞) = V(ε2S − Kd2)/(DS),

where

ε2S − Kd2 = ε2σ1d2 + ε2σ2d1 − ε2σ1d2 + ε1σ2d2.

The first and third terms cancel and leave σ2D, so

E1(∞) = σ2V/S.

These two fields satisfy the voltage equation, since σ2d1 + σ1d2 = S.

At intermediate times each field is a linear function of q, and q approaches its final value exponentially. Each field must then do the same:

E_i(t) = E_i(0+) exp(−t/τ) + E_i(∞)[1 − exp(−t/τ)],  i = 1, 2.

Written out, this is

E1(t) = (ε2V/D) exp(−t/τ) + (σ2V/S)[1 − exp(−t/τ)],

E2(t) = (ε1V/D) exp(−t/τ) + (σ1V/S)[1 − exp(−t/τ)].

The first term of each line contains permittivities and the second contains conductivities, apart from the time constant τ, which contains both. The weight of the first falls from 1 to 0 while the weight of the second rises from 0 to 1. This is the passage from permittivity control to conductivity control. It has no sharp moment. For t much shorter than τ the second weight is about t/τ, and at t = τ the first weight has fallen to 1/e, or 37 %.

The result can be tested without assuming in advance that charge stays at the interface. Each layer was divided into three cells of unequal width, and charge was allowed at every boundary between cells. Gauss's law and charge conservation were then solved numerically for 30 random stacks. In consistent arbitrary units, the thicknesses lay between 0.5 and 3, the permittivities between 1 and 10, and the conductivities between 0.01 and 10. At the times 0, 0.4τ, τ and 3τ, all cell fields agreed with the formulas to within 10⁻⁹ of V divided by the smaller thickness. The boundaries inside each layer stayed uncharged to the same relative accuracy.

Two conditions in the derivation deserve emphasis. First, if the interface already carries a charge q0 when the voltage is applied, then u(0) = q0 − q∞, and

q(t) = q∞ + (q0 − q∞) exp(−t/τ).

The end state and τ are unchanged, but the initial division is no longer set by permittivity alone. A stack that has recently been under bias can be in this condition. Second, if both conductivities were zero, S would vanish and τ would be infinite. The dielectric division would then last indefinitely. Conductivity control needs some leakage, however small, and enough time for it to act.

## Second half: direction, current, numbers and limits

Layer 1 (gate side) and layer 2 (semiconductor side) have thicknesses d_i, permittivities ε_i and ohmic conductivities σ_i. Fields E_i point from gate to semiconductor, V is the voltage held across the dielectric, and q is the interface charge per area, initially zero. The abbreviations are

D = ε1d2 + ε2d1,  S = σ1d2 + σ2d1,  K = ε2σ1 − ε1σ2.

The first half gave

E1 = (ε2V − q d2)/D,  E2 = (ε1V + q d1)/D,

q = q∞[1 − exp(−t/τ)],  q∞ = VK/S,  τ = D/S.

The fields start at E1(0+) = ε2V/D and E2(0+) = ε1V/D. They end at E1(∞) = σ2V/S and E2(∞) = σ1V/S.

### (g) Which layer gains field, and between what limits does τ lie?

**Solution.** Since E2 = (ε1V + q d1)/D and q grows from 0 to q∞, the total change of E2 is

E2(∞) − E2(0+) = q∞d1/D = VKd1/(DS).

Its sign is the sign of K. Dividing K by the positive product σ1σ2 gives

K/(σ1σ2) = ε2/σ2 − ε1/σ1.

Layer 2 gains field when its own relaxation time ε2/σ2 is the longer one, and layer 1 gains when ε1/σ1 is longer. If the two times are equal, K = 0. No charge then collects, and the two divisions coincide: ε2/ε1 = σ2/σ1.

For the limits on τ, write ε1 = σ1(ε1/σ1) and ε2 = σ2(ε2/σ2) in D:

τ = (σ1d2/S)(ε1/σ1) + (σ2d1/S)(ε2/σ2).

The two weights are positive and add to 1. Thus τ is a weighted mean of the own relaxation times and lies between them.

If layer 2 hardly conducts, σ2 → 0, then S → σ1d2 and

τ → D/(σ1d2),  E2(∞) → V/d2,  E1(∞) → 0.

The better insulator ends with the whole voltage, and the time needed is set by leakage through the other layer.

### (h) What current flows in the external circuit after the charging pulse?

This part has shown how the division of the voltage passes from permittivity control to conductivity control, which layer gains field, and between what limits τ lies. The external current asked for in (h) remains to be found, followed by a numerical example, the effect of the interface charge on the semiconductor, and the limits of the model.
